\section*{Quantised Hall and zero longitudinal resistance from chiral edge channels, part 1}

(Sections cited here and not found follow in the second part.)

\section{Chiral channels and the quantised resistances}

\subsection{A single channel}

Take a flat rectangular bar whose interior does not conduct and whose boundary carries one channel in which electrons move one way only. Six contacts sit on the boundary. Contact 1 is at the left end, contacts 2 and 3 follow on the upper edge from left to right, contact 4 is at the right end, and contacts 5 and 6 follow on the lower edge from right to left. Electrons travel in the order $1\to2\to3\to4\to5\to6\to1$. Each contact absorbs every electron that reaches it and fills the departing channel up to its own electrochemical potential $\mu_i$.

Atomic units are used in the algebra: $\hbar=e=m_e=1$, so that $h=2\pi$ and the resistance $h/e^2$ equals $2\pi$. The electron has charge $-1$, and the voltage of a contact is $V_i=-\mu_i$. The current $I_i$ is the electric current that enters the bar at contact $i$.

Lemma 2 below shows that a channel filled up to $\mu$ instead of a reference $\mu_0$ carries the additional particle current $(\mu-\mu_0)/2\pi$. The charge $-1$ turns this into the electric current $-(\mu-\mu_0)/2\pi=(V-V_0)/2\pi$. Contact $i$ sends out a channel at $V_i$ and receives one at $V_{i-1}$. The reference cancels in the difference:
\begin{equation}
I_i=\frac{1}{2\pi}\,(V_i-V_{i-1}),\qquad V_0\equiv V_6 .
\label{eq:single}
\end{equation}
From here on $V_0$ means $V_6$, since the contacts form a ring.

Contacts 2, 3, 5 and 6 are voltage probes and draw no current. Equation \eqref{eq:single} then gives $V_2=V_1$, $V_3=V_2$, $V_5=V_4$ and $V_6=V_5$. The whole upper edge is at the source voltage and the whole lower edge at the drain voltage. The current through the source is $I=(V_1-V_6)/2\pi=(V_1-V_4)/2\pi$. Two probes on the same edge show no voltage difference, while two facing probes show $V_2-V_6=V_1-V_4=2\pi I$. The longitudinal resistance is zero and the Hall resistance is $2\pi$, that is, $h/e^2$.

\subsection{The theorem}

The assumptions for $N$ channels are these.

(A) The Fermi energy $E_F$ lies in a gap of the bulk spectrum, and $N$ channels run along each edge in the order given above. The number $N$ counts every channel, including those that differ in spin.

(B) No electron passes from one edge to the other except through a contact.

(C) Each contact is ideal: it absorbs all $N$ arriving channels and fills all $N$ departing channels up to $\mu_i$.

(D) The voltages are small enough for linear response, and all contacts share one temperature, low enough that only energies inside the gap matter.

\paragraph{Theorem.} Let a current $I$ enter at contact 1 and leave at contact 4, and let the other contacts draw no current. Under (A) to (D),
\begin{align}
R_H&=\frac{V_2-V_6}{I}=\frac{V_3-V_5}{I}=\frac{2\pi}{N},
\label{eq:RH}\\
R_L&=\frac{V_2-V_3}{I}=\frac{V_6-V_5}{I}=0 .
\label{eq:RL}
\end{align}
In ordinary units $R_H=h/(Ne^2)$. The two-terminal resistance $(V_1-V_4)/I$ is also $2\pi/N$.

Three lemmas supply what the proof needs: the origin of the one-way channels, the current each of them carries, and the equations that link currents to voltages.

\subsection{Why the channels run one way}

\paragraph{Lemma 1.} For non-interacting electrons of effective mass $m^*$ in a magnetic field $B>0$ along $+z$, with hard walls much farther apart than the width of the highest Landau level below $E_F$ (about $2\ell\sqrt{2n+1}$ for level $n=0,1,\dots$, where $\ell=B^{-1/2}$ is the magnetic length), each Landau level below $E_F$ gives one channel on the upper edge moving along $+x$ and one on the lower edge moving along $-x$.

\paragraph{Proof.} Choose the vector potential $A_x=-By$, $A_y=0$, for which $\partial_xA_y-\partial_yA_x=B$. A particle of charge $-1$ has kinetic momentum $\mathbf p+\mathbf A$. For a state $e^{ikx}\phi(y)$ the Hamiltonian becomes
\begin{equation}
H_k=\frac{p_y^2}{2m^*}+\frac{(k-By)^2}{2m^*}
=\frac{p_y^2}{2m^*}+\frac{m^*\omega_c^2}{2}(y-y_0)^2,
\label{eq:Hk}
\end{equation}
with $\omega_c=B/m^*$ and $y_0=k/B$. The second form follows from $(k-By)^2=B^2(y-y_0)^2$ and $B^2/m^*=m^*\omega_c^2$. The centre of the oscillator moves upward as $k$ grows.

Let the upper wall be at $y=W$, and measure position from the centre, $s=y-y_0$. The potential in $s$ is then the same for all $k$, but the allowed region is $s<W-y_0$, which shrinks as $k$ grows. Every trial function that vanishes outside the smaller region is also admissible in the larger one, so by the variational principle no energy can fall when the region shrinks. The energies in fact rise strictly, because an eigenfunction of the larger region that also served the smaller one would have to vanish on a whole interval, which a non-zero solution of a second-order equation cannot do.

Far inside the bar the energies are $(n+\tfrac12)\omega_c$. When $y_0$ lies beyond the wall, the potential in the allowed region is at least $\tfrac12m^*\omega_c^2(y_0-W)^2$, which grows without limit. A level that starts below $E_F$ therefore crosses $E_F$ once at the upper edge, and a level that starts above never does.

The velocity operator is $(p_x+A_x)/m^*=(k-By)/m^*=\partial H_k/\partial k$. Its mean value in a normalised eigenstate is $v=dE/dk$, since the change of the eigenfunction does not contribute at first order. Hence $v>0$ at the upper edge. At a lower wall $y=0$ the allowed region is $s>-y_0$, which grows with $k$; the energies fall and $v<0$. $\square$

Reversing $B$ turns $y_0=k/B$ around and with it both directions of motion. The wide-bar condition enters because each wall was treated alone. In a narrow bar the states of the two edges overlap, and impurities or rough walls can then scatter electrons from one edge to the other, which violates assumption (B).

\subsection{The current carried by a channel}

\paragraph{Lemma 2.} Two occupations of one channel that differ in electrochemical potential, $\mu_a$ and $\mu_b$, at the same temperature differ in particle current by $(\mu_a-\mu_b)/2\pi$, provided that the channel exists at all energies where the occupations differ.

\paragraph{Proof.} In a length $L$ the allowed wave numbers are spaced by $2\pi/L$, and an electron of velocity $v$ contributes $v/L$ to the current. The sum over states becomes an integral in which $L$ cancels:
\begin{equation}
J_a-J_b=\int\frac{dk}{2\pi}\,v\,(f_a-f_b)
=\int\frac{dE}{2\pi}\,(f_a-f_b),
\label{eq:current}
\end{equation}
because $v\,dk=dE$. The Fermi function depends on $E-\mu$ alone, so $\partial f/\partial\mu=-\partial f/\partial E$, whose integral over energy is 1. Integration from $\mu_b$ to $\mu_a$ gives $\int(f_a-f_b)\,dE=\mu_a-\mu_b$. $\square$

A fast channel has few states per unit energy and a slow one has many. The two effects cancel, and so neither the effective mass nor the shape of the edge appears in the theorem.

\subsection{The terminal equations}

\paragraph{Lemma 3.} Let $T_{ij}$ be the total transmission from contact $j$ to contact $i$, summed over channels, at energy $E_F$. For phase-coherent electrons in linear response at low temperature,
\begin{equation}
I_i=\frac{1}{2\pi}\sum_{j\ne i}T_{ij}\,(V_i-V_j).
\label{eq:terminal}
\end{equation}

\paragraph{Proof.} Let contact $i$ have $M_i$ channels, and let the matrix $S$ connect incoming amplitudes to outgoing ones, each normalised to unit particle current. Then $T_{ij}=\sum_{mn}|S_{im,jn}|^2$, where $T_{ii}$ is the total reflection. Particle conservation makes $S$ unitary. The diagonal elements of $SS^\dagger=1$ and $S^\dagger S=1$, summed over the channels of one contact, give
\begin{equation}
\sum_jT_{ij}=M_i,\qquad \sum_jT_{ji}=M_i .
\label{eq:sums}
\end{equation}
Contact $i$ emits $M_i$ channels with occupation $f_i$ and receives the streams $T_{ij}f_j$. The net particle current into the bar is
\begin{align}
J_i&=\int\frac{dE}{2\pi}\Bigl[M_if_i-\sum_jT_{ij}f_j\Bigr]\nonumber\\
&=\int\frac{dE}{2\pi}\sum_{j\ne i}T_{ij}\,(f_i-f_j),
\label{eq:Ji}
\end{align}
where the first sum rule replaced $M_i$ and the term $j=i$ dropped out. For small differences $f_i-f_j=(-\partial f/\partial E)(\mu_i-\mu_j)$. At low temperature the derivative selects $T_{ij}$ at $E_F$, so $J_i=\sum_{j\ne i}T_{ij}(\mu_i-\mu_j)/2\pi$. Finally $I_i=-J_i$ and $\mu_i-\mu_j=-(V_i-V_j)$; the two minus signs cancel. $\square$

Adding one constant to all voltages changes no current, so one voltage may be set to zero. The second sum rule ensures that the currents add to zero.

\subsection{Proof of the theorem}

By (A), (B) and (C), all $N$ channels that leave contact $i$ arrive at contact $i+1$ and end there. Thus
\begin{equation}
T_{i+1,i}=N,\qquad\text{all other }T_{ij}=0\quad(i\ne j),
\label{eq:chiral}
\end{equation}
with contact 7 read as contact 1. Equation \eqref{eq:terminal} reduces to
\begin{equation}
I_i=\frac{N}{2\pi}\,(V_i-V_{i-1}).
\label{eq:ideal}
\end{equation}
The conditions $I_2=I_3=0$ give $V_3=V_2=V_1$, and $I_5=I_6=0$ give $V_6=V_5=V_4$. The source equation is
\begin{equation}
I=I_1=\frac{N}{2\pi}\,(V_1-V_6)=\frac{N}{2\pi}\,(V_1-V_4).
\label{eq:source}
\end{equation}
The drain equation gives $I_4=N(V_4-V_3)/2\pi=-I$, as it must. Both Hall voltages equal $V_1-V_4=2\pi I/N$, and both longitudinal voltages vanish. $\square$

\subsection{Remarks on the theorem}

\paragraph{Reversed field.} With $B$ reversed, contact $i$ receives its electrons from contact $i+1$, and $I_i=N(V_i-V_{i+1})/2\pi$. The probe conditions now give $V_2=V_3=V_4$ and $V_5=V_6=V_1$. The source equation is $I=N(V_1-V_2)/2\pi=N(V_1-V_4)/2\pi$. Hence $V_2-V_6=V_4-V_1$ and $R_H=-2\pi/N$, while $R_L$ is still zero.

\paragraph{Where the heat appears.} Zero longitudinal resistance does not mean that no power is spent. The supplied power is $I(V_1-V_4)=2\pi I^2/N$. A channel that arrives with potential $\mu_c$ at a contact of potential $\mu_i$ delivers energy, measured from $\mu_i$, at the net rate
\begin{equation}
\int\frac{dE}{2\pi}(E-\mu_i)(f_c-f_i)=\frac{(\mu_c-\mu_i)^2}{4\pi}.
\label{eq:heat}
\end{equation}
At zero temperature this is the integral of $E-\mu_i$ from $\mu_i$ to $\mu_c$. At equal non-zero temperatures the value is the same: the derivative of the left side with respect to $\mu_c$ is the mean of $E-\mu_i$ with weight $-\partial f_c/\partial E$, divided by $2\pi$, and this weight is symmetric about $\mu_c$. The probes receive channels at their own potential and are not heated. The source and the drain each receive $N$ channels that differ from them by $V_1-V_4$, so each takes up $N(V_1-V_4)^2/4\pi$. Their sum is $N(V_1-V_4)^2/2\pi=I(V_1-V_4)$, which is the whole supplied power.

\paragraph{Inelastic scattering along an edge.} Lemma 3 used phase coherence, but equation \eqref{eq:ideal} does not need it. Suppose that electrons exchange energy with the lattice or change between the $N$ channels of one edge, and that none leaves the edge. The particle current is then the same all along the edge between two contacts. The next ideal contact absorbs all of it, whatever its distribution over energy and channel, and the balance of currents is unchanged.

\paragraph{Temperature.} If $E_F$ lies a distance $\delta$ from both edges of the gap, the weight of $-\partial f/\partial E$ outside the gap is $2/(e^{\delta/k_BT}+1)$, since the part above the gap integrates to $f(E_F+\delta)$ and the part below is equal by symmetry. Assumption (D) asks that this weight be negligible.

\paragraph{Comparison with the classical formula.} In a bar of length $L$ and width $W$ the centres $y_0=k/B$ fill the width when $k$ spans $BW$, which holds $BWL/2\pi$ states. A filled level thus has density $B/2\pi$. With $N$ filled levels the density is $n_s=NB/2\pi$, and $2\pi/N=B/n_s$, which is the classical Hall resistance at that density.

\section{Coupled edges, imperfect contacts and a lattice bar}

\subsection{Symbols and results carried over}

Contacts 1 to 6 follow each other in the direction of electron motion: source 1, upper probes 2 and 3, drain 4, lower probes 5 and 6. Atomic units hold, with $h/e^2=2\pi$ and $V_i=-\mu_i$. The current $I$ enters at contact 1 and leaves at contact 4. The transmission from $j$ to $i$ is $T_{ij}$, and
\begin{equation}
2\pi I_i=\sum_{j\ne i}T_{ij}(V_i-V_j).
\label{eq:terminal2}
\end{equation}
For each contact the transmissions in and out, including reflection, both add up to its number of channels. With $N$ channels per edge, separated edges and ideal contacts, $R_H=2\pi/N$ and $R_L=0$. The assumptions on the edges and on the contacts are now relaxed in turn.

For $N$ one-way channels per edge, separated edges and ideal contacts, the Hall resistance is $2\pi/N$, that is, $h/(Ne^2)$, and the longitudinal resistance is zero. It remains to see what changes when electrons cross between the edges or the contacts are imperfect, and to compute the transmissions of a lattice bar without assuming one-way motion.
